# Why longer integration suppresses white read noise but barely 1/f noise: verification in Python

```python
"""Result under test: averaging a current for a time T gives the variance
  white noise   : S_w / (2 T)
  flicker noise : A [ln(1/(2 pi f_L T)) + 3/2 - gamma],  f_L T << 1
S_w = one-sided white spectrum, A/f = one-sided flicker spectrum,
f_L = low-frequency cutoff, gamma = Euler's constant.
For independent cells A = K * sum(cell current squared).
"""
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import sici


def flicker_factor(cutoff_times_T):
    """Flicker variance divided by A, sharp cutoff, closed form."""
    a = np.pi * cutoff_times_T
    return (np.sin(a)**2 / (2*a**2) + np.sin(2*a) / (2*a)
            - sici(2*a)[1])


def log_law(cutoff_times_T):
    """Short-time form of the flicker factor."""
    return 1.5 - np.euler_gamma - np.log(2*np.pi*cutoff_times_T)


def exponential_average(u):
    """Variance left after averaging a process with correlation exp(-r|t|),
    relative to its unaveraged variance; u = r T."""
    if u < 1e-3:
        return 1 - u/3 + u**2/12
    return 2 * (u - 1 + np.exp(-u)) / u**2


# ---- closed form against direct quadrature of the filtered spectrum ----
def flicker_quadrature(cutoff_times_T):
    a = np.pi * cutoff_times_T
    end = 300.0
    low = quad(lambda y: np.sinc(np.exp(y)/np.pi)**2, np.log(a), 0,
               limit=500)[0]
    high = quad(lambda x: np.sin(x)**2 / x**3, 1, end, limit=2000)[0]
    return low + high + 1/(4*end**2)   # mean of sin^2 in the remote tail


for product in (1e-13, 1e-6, 0.01, 0.5):
    assert abs(flicker_quadrature(product)
               - flicker_factor(product)) < 1e-6
for product in (1e-13, 1e-6, 0.01):
    expected_gap = (np.pi*product)**2 / 6
    gap = flicker_factor(product) - log_law(product)
    assert abs(gap - expected_gap) < 1e-6
white_area = 2 * quad(lambda x: np.sinc(x)**2, 0, 200, limit=2000)[0]
assert abs(white_area - 1) < 2e-3      # truncated tail is about 5e-4

# exact logarithmic slope, by finite difference
for product in (1e-6, 0.2):
    h = 1e-4
    slope = (flicker_factor(product*np.exp(h))
             - flicker_factor(product*np.exp(-h))) / (2*h)
    assert abs(slope + np.sinc(product)**2) < 1e-6


# ---- differences of two averages whose starts are D = ratio*T apart ----
def difference_factor(ratio):
    end = 200.0
    x = np.linspace(1e-7, end, 2000001)
    values = 4 * np.sin(x)**2 * np.sin(ratio*x)**2 / x**3
    return simpson(values, x=x)


assert abs(difference_factor(1) - 4*np.log(2)) < 1e-3
assert abs(difference_factor(50) - 2*(np.log(50) + 1.5)) < 1e-3

# ---- time-domain road: fluctuators with log-uniform rates ----
points = (np.arange(1000) + 0.5) / 1000
matrix_mean = np.exp(-3*np.abs(points[:, None] - points[None, :])).mean()
assert abs(matrix_mean - exponential_average(3.0)) < 1e-4

omega = 1000.0                         # slowest rate is 1 here
spectrum = quad(lambda y: 4*np.exp(y)/(np.exp(2*y) + omega**2),
                0, np.log(omega) + 25, limit=500)[0]
assert abs(spectrum * omega/(2*np.pi) - 1) < 2e-3


def fluctuator_factor(cutoff_times_T):
    start = np.log(2*np.pi*cutoff_times_T)
    middle = max(start, 0.0)
    total = quad(lambda y: exponential_average(np.exp(y)),
                 middle, middle + 40, limit=500)[0]
    if start < 0:
        total += quad(lambda y: exponential_average(np.exp(y)),
                      start, 0, limit=500)[0]
    return total


for product in (1e-11, 1e-6):
    assert abs(fluctuator_factor(product) - log_law(product)) < 1e-4
long_ratio = fluctuator_factor(100.0) * np.pi * 100.0
assert abs(long_ratio - 1) < 2e-3

# ---- synthetic records: three unequal cells, averaged in blocks ----
rng = np.random.default_rng(12345)
samples, records, first_bin = 2**17, 60, 16
cell_weights = np.array([0.5, 1.0, 1.5])
frequency = np.fft.rfftfreq(samples)
bins = np.arange(frequency.size)
white_psd = np.where(bins >= 1, 2.0, 0.0)
flicker_psd = np.zeros(frequency.size)
flicker_psd[first_bin:] = 1 / frequency[first_bin:]
sim_cutoff = (first_bin - 0.5) / samples
blocks = (32, 512)


def simulate(psd):
    amplitude = np.sqrt(psd * samples / 4)
    variance = dict.fromkeys(blocks, 0.0)
    adjacent = 0.0
    for _ in range(records):
        column = np.zeros(samples)
        for weight in cell_weights:
            modes = amplitude * (rng.standard_normal(frequency.size)
                                 + 1j*rng.standard_normal(frequency.size))
            column += weight * np.fft.irfft(modes, samples)
        for length in blocks:
            means = column.reshape(-1, length).mean(axis=1)
            variance[length] += np.mean(means**2) / records
            if length == blocks[0]:
                adjacent += np.mean(np.diff(means)**2) / records
    return variance, adjacent


weight_sum = np.sum(cell_weights**2)
sim_white, white_adjacent = simulate(white_psd)
sim_flicker, flicker_adjacent = simulate(flicker_psd)
for length in blocks:
    white_theory = weight_sum * 2.0 / (2*length)
    flicker_theory = weight_sum * flicker_factor(sim_cutoff*length)
    assert abs(sim_white[length]/white_theory - 1) < 0.08
    assert abs(sim_flicker[length]/flicker_theory - 1) < 0.08
assert abs(white_adjacent/(weight_sum*2.0/blocks[0]) - 1) < 0.04
assert abs(flicker_adjacent/(weight_sum*4*np.log(2)) - 1) < 0.04

# ---- worked example: column of oxide resistive cells, rough values ----
cells = 64
conductance = 50e-6        # S per cell
read_voltage = 0.1         # V
flicker_K = 3e-6           # dimensionless, per cell
amplifier_noise = 20e-9    # V per sqrt(Hz)
temperature = 300.0        # K
cutoff = 1e-5              # Hz
cell_current = conductance * read_voltage
column_current = cells * cell_current
total_conductance = cells * conductance
thermal_psd = 4 * k_boltzmann * temperature * total_conductance
amplifier_psd = (amplifier_noise * total_conductance)**2
S_w = thermal_psd + amplifier_psd
A = flicker_K * cells * cell_current**2


def white_var(T):
    return S_w / (2*T)


def flicker_var(T):
    return A * flicker_factor(cutoff*T)


print(f"cells in column: {cells}")
print(f"cell conductance: {conductance*1e6:.0f} uS")
print(f"read voltage: {read_voltage:.2f} V")
print(f"cell current: {cell_current*1e6:.2f} uA")
print(f"column current: {column_current*1e6:.0f} uA")
print(f"flicker constant K per cell: {flicker_K:.1e}")
print(f"amplifier noise: {amplifier_noise*1e9:.0f} nV/sqrt(Hz)")
print(f"temperature: {temperature:.0f} K")
print(f"cutoff f_L: {cutoff:.1e} Hz")
print(f"thermal spectrum: {thermal_psd:.3e} A^2/Hz")
print(f"amplifier spectrum: {amplifier_psd:.3e} A^2/Hz")
print(f"white spectrum S_w: {S_w:.3e} A^2/Hz")
print(f"flicker strength A: {A:.3e} A^2")
print("T (us); flicker factor; white var, flicker var (nA^2)")
times = (1e-8, 1e-7, 1e-6, 1e-5)
for T in times:
    print(f"  {T*1e6:g}; {flicker_factor(cutoff*T):.3f}; "
          f"{white_var(T)*1e18:.4g}, {flicker_var(T)*1e18:.5g}")
print("T (us); rms white, flicker, total (nA)")
for T in times:
    w, f = white_var(T), flicker_var(T)
    print(f"  {T*1e6:g}; {np.sqrt(w)*1e9:.1f}, "
          f"{np.sqrt(f)*1e9:.1f}, {np.sqrt(w+f)*1e9:.1f}")
white_ratio = white_var(times[-1]) / white_var(times[0])
flicker_ratio = flicker_var(times[-1]) / flicker_var(times[0])
print(f"white variance ratio, 10 us to 10 ns: {white_ratio:.4f}")
print(f"flicker variance ratio, 10 us to 10 ns: {flicker_ratio:.4f}")
log_cross = brentq(lambda y: np.log(white_var(np.exp(y))
                                   / flicker_var(np.exp(y))),
                   np.log(1e-10), np.log(1e-3))
print(f"white = flicker at T: {np.exp(log_cross)*1e9:.2f} ns")
T0 = 1e-6
log_half = brentq(lambda y: flicker_var(np.exp(y))/flicker_var(T0) - 0.5,
                  np.log(T0), np.log(1e3))
print(f"T halving the 1 us flicker variance: {np.exp(log_half):.3f} s")
for other in (1e-6, 1e-4):
    rms = np.sqrt(A*flicker_factor(other*T0))*1e9
    print(f"flicker rms at 1 us, f_L = {other:.0e} Hz: {rms:.1f} nA")
adjacent_rms = np.sqrt(4*np.log(2)*A)*1e9
correlation = 1 - 2*np.log(2)/flicker_factor(cutoff*T0)
print(f"adjacent flicker difference, rms: {adjacent_rms:.1f} nA")
print(f"adjacent flicker correlation at 1 us: {correlation:.4f}")
print(f"fluctuator variance/A at f_L T = 100: "
      f"{fluctuator_factor(100.0):.5f}")

# ---- neglected effects, with rough assumed parameters ----
shot_percent = 100 * 2*charge*column_current / S_w
hot = 358.0
hot_percent = 100 * thermal_psd*(hot/temperature - 1) / S_w
bandwidth = 200e6
tau = 1 / (2*np.pi*bandwidth)
filtered = S_w/(4*tau) * exponential_average(times[0]/tau)
band_percent = 100 * (1 - filtered/white_var(times[0]))
amp_corner = 1e5
amp_percent = 100 * amplifier_psd*amp_corner / A
jump, jump_rate = 0.05, 1e3
telegraph_rms = (jump*cell_current/2
                 * np.sqrt(exponential_average(jump_rate*T0)))
bits = 8
quantization_rms = column_current / 2**bits / np.sqrt(12)
segment = 0.5
wire_drop = segment * cell_current * cells*(cells + 1)/2
program_error = 0.03
program_rms = program_error * cell_current * np.sqrt(cells)
print("Neglected effects (rough assumed parameters):")
print(f"full shot noise / white: {shot_percent:.2f} %")
print(f"white rise at {hot:.0f} K: {hot_percent:.2f} %")
print(f"white cut at 10 ns, {bandwidth/1e6:.0f} MHz: {band_percent:.1f} %")
print(f"amplifier flicker, corner {amp_corner/1e3:.0f} kHz / A: "
      f"{amp_percent:.1f} %")
print(f"one telegraph cell, {100*jump:.0f} % jump, "
      f"rate {jump_rate:.0f} /s: {telegraph_rms*1e9:.1f} nA rms")
print(f"{bits}-bit quantization: {quantization_rms*1e9:.1f} nA rms")
print(f"wire drop, {segment:.1f} ohm per cell: {wire_drop*1e3:.2f} mV")
print(f"static programming error, {100*program_error:.0f} % per cell: "
      f"{program_rms*1e9:.0f} nA rms")
print("checks complete")
```

Running it gives:

```
cells in column: 64
cell conductance: 50 uS
read voltage: 0.10 V
cell current: 5.00 uA
column current: 320 uA
flicker constant K per cell: 3.0e-06
amplifier noise: 20 nV/sqrt(Hz)
temperature: 300 K
cutoff f_L: 1.0e-05 Hz
thermal spectrum: 5.302e-23 A^2/Hz
amplifier spectrum: 4.096e-21 A^2/Hz
white spectrum S_w: 4.149e-21 A^2/Hz
flicker strength A: 4.800e-15 A^2
T (us); flicker factor; white var, flicker var (nA^2)
  0.01; 29.019; 2.075e+05, 1.3929e+05
  0.1; 26.716; 2.075e+04, 1.2824e+05
  1; 24.413; 2075, 1.1718e+05
  10; 22.111; 207.5, 1.0613e+05
T (us); rms white, flicker, total (nA)
  0.01; 455.5, 373.2, 588.8
  0.1; 144.0, 358.1, 386.0
  1; 45.5, 342.3, 345.3
  10; 14.4, 325.8, 326.1
white variance ratio, 10 us to 10 ns: 0.0010
flicker variance ratio, 10 us to 10 ns: 0.7620
white = flicker at T: 15.11 ns
T halving the 1 us flicker variance: 0.200 s
flicker rms at 1 us, f_L = 1e-06 Hz: 358.1 nA
flicker rms at 1 us, f_L = 1e-04 Hz: 325.8 nA
adjacent flicker difference, rms: 115.4 nA
adjacent flicker correlation at 1 us: 0.9432
fluctuator variance/A at f_L T = 100: 0.00318
Neglected effects (rough assumed parameters):
full shot noise / white: 2.47 %
white rise at 358 K: 0.25 %
white cut at 10 ns, 200 MHz: 8.0 %
amplifier flicker, corner 100 kHz / A: 8.5 %
one telegraph cell, 5 % jump, rate 1000 /s: 125.0 nA rms
8-bit quantization: 360.8 nA rms
wire drop, 0.5 ohm per cell: 5.20 mV
static programming error, 3 % per cell: 1200 nA rms
checks complete
```
